**Dirac-Pauli reduction and the hydrogen 2p splitting**

For an electron with $g=2(1+a)$, where $a$ is the magnetic anomaly, the leading Zeeman term scales with $g/2$, and the spin-orbit and Darwin terms scale with $g-1$. The program asserts these factors on four-component problems with $a=0.5$: a uniform magnetic field gives 1.500000, and a smooth potential well gives 2.00000 for both the Darwin and the spin-orbit factor. It also asserts the terms linear in the potential against free-particle Foldy-Wouthuysen matrices, and the anomalous 2p shift against point-Coulomb Dirac states. Further assertions cover the magnetic field of the moving proton, the cubic dependence of $\langle r^{-3}\rangle$ on the reduced mass, and the next Dirac order. For hydrogen the output shows 10949.284 MHz at leading Dirac order and 10974.678 MHz with the factor $g-1$. Proton motion lowers this to 10968.688 MHz, and the next Dirac order brings the total to 10969.05 MHz. Higher radiative and recoil corrections and hyperfine mixing are not included.

## Program and output

```python
# Result under test: an electron with g = 2(1 + a) in the Dirac-Pauli equation
#   H = c alpha.pi + beta c^2 + V + (a/2) beta (Sigma.B - i alpha.E/c),  E = grad V,
# has the two-component limit
#   pi^2/2 + V + (g/2) sigma.B/2 - p^4/(8c^2)
#     + (g-1) [ lap V/(8c^2) + sigma.(grad V x p)/(4c^2) ].
# Hydrogen 2p splitting with a proton of mass M (x = 1/M, mu = 1/(1+x)):
#   (1/(32 c^2)) mu^3 [(g-1) + g x], plus 5/(256 c^4) from the next Dirac order.
# Hartree atomic units; a = magnetic anomaly, c = speed of light,
# kappa = Dirac angular quantum number (-1: s1/2, 1: p1/2, -2: p3/2).
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy import constants
import mpmath as mp

mp.mp.dps = 40
alpha_fs = constants.value('fine-structure constant')
anomaly = constants.value('electron mag. mom. anomaly')
mass_ratio = constants.value('electron-proton mass ratio')
to_mhz = constants.value('hartree-hertz relationship') / 1e6
c_light = 1 / alpha_fs
a_test = 0.5
g_test = 2 * (1 + a_test)

# Dirac matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2 = np.eye(2)
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], one2)
sigma_z4 = np.kron(one2, pauli[2])


def dot(matrices, vector):
    return sum(m * v for m, v in zip(matrices, vector))


# Test: terms linear in V, from exact free-particle FW matrices.
# For V = exp(i q.r) the electric vector is E = i q exp(i q.r).
def free_fw(p, c):
    energy = np.sqrt(c**4 + c**2 * (p @ p))
    u = (energy + c**2) * np.eye(4) + c * beta @ dot(alpha, p)
    u = u / np.sqrt(2 * energy * (energy + c**2))
    h = c * dot(alpha, p) + c**2 * beta
    assert np.allclose(u @ h @ u.conj().T, energy * beta, atol=1e-8 * c**2)
    return u


c_big = 1000.0
p_in = np.array([0.3, -0.7, 0.5])
p_out = np.array([-0.4, 0.6, 0.9])
q = p_out - p_in
vertex = np.eye(4) - 1j * a_test / (2 * c_big) * beta @ dot(alpha, 1j * q)
full = free_fw(p_out, c_big) @ vertex @ free_fw(p_in, c_big).conj().T
found = c_big**2 * (full[:2, :2] - one2)
expected = (g_test - 1) * (-(q @ q) / 8 * one2
                           + 0.25j * dot(pauli, np.cross(q, p_in)))
vertex_error = np.max(abs(found - expected))
assert vertex_error < 1e-4


# Test: Zeeman factor from the four-component problem in a uniform field.
def zeeman_factor(a, field=0.01, size=12):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    pi_x = np.sqrt(field / 2) * (lower + lower.T)
    pi_y = 1j * np.sqrt(field / 2) * (lower - lower.T)
    ident = np.eye(size)
    h = c_light * (np.kron(alpha[0], pi_x) + np.kron(alpha[1], pi_y))
    h = h + c_light**2 * np.kron(beta, ident)
    h = h + a / 2 * field * np.kron(beta @ sigma_z4, ident)
    values, vectors = np.linalg.eigh(h)
    weight = abs(vectors)**2
    spin = np.diag(np.kron(sigma_z4, ident)).real @ weight
    level = np.tile(np.arange(size), 4) @ weight
    # states at the top of the truncated oscillator basis are artefacts
    good = (values > 0) & (level < size / 2)
    up = values[good & (spin > 0.5)].min()
    down = values[good & (spin < -0.5)].min()
    return (up - down) / field


zeeman_found = zeeman_factor(a_test)
assert abs(zeeman_found - g_test / 2) < 1e-5

# Test: bound states of the smooth well V = -2/sqrt(r^2 + 1).
nodes, weights = np.polynomial.legendre.leggauss(400)
r = 2 * (1 + nodes) / (1 - nodes)
w = weights * 4 / (1 - nodes)**2
well = -2 / np.sqrt(r**2 + 1)
well_slope = 2 * r / (r**2 + 1)**1.5
well_laplacian = 6 / (r**2 + 1)**2.5
exponents = 0.008 * 2.0**np.arange(12)


def radial_basis(kappa, b):
    l = kappa if kappa > 0 else -kappa - 1
    g = r**(l + 1) * np.exp(-exponents[:, None] * r**2)
    dg = ((l + 1) / r - 2 * exponents[:, None] * r) * g
    return g, dg + (kappa / r - b) * g


def well_energy(kappa, a, c):
    g, k = radial_basis(kappa, a * well_slope / (2 * c**2))
    overlap = (g * w) @ g.T
    pot = (g * w * well) @ g.T
    kin = (k * w) @ k.T / 2
    pot_small = (k * w * well) @ k.T / (4 * c**2)
    h = np.block([[pot, kin], [kin, pot_small - kin]])
    metric = block_diag(overlap, kin / (2 * c**2))
    return eigh(h, metric, eigvals_only=True)[len(exponents)]


def well_limit(kappa):
    g, k = radial_basis(kappa, 0.0)
    h = (k * w) @ k.T / 2 + (g * w * well) @ g.T
    values, vectors = eigh(h, (g * w) @ g.T)
    return values[0], w * (vectors[:, 0] @ g)**2


def relativistic_coefficient(kappa, a):
    e0 = well_limit(kappa)[0]
    d1, d2 = [c**2 * (well_energy(kappa, a, c) - e0) for c in (40.0, 80.0)]
    return (4 * d2 - d1) / 3


coef = {}
for kappa in (-1, 1, -2):
    e0, density = well_limit(kappa)
    l_dot_s = -(kappa + 1) / 2
    kinetic = -np.sum(density * (e0 - well)**2) / 2
    darwin = np.sum(density * well_laplacian) / 8
    spin_orbit = l_dot_s * np.sum(density * well_slope / r) / 2
    for a in (0.0, a_test):
        coef[kappa, a] = relativistic_coefficient(kappa, a)
        predicted = kinetic + (1 + 2 * a) * (darwin + spin_orbit)
        assert abs(coef[kappa, a] - predicted) < 1e-3 * abs(kinetic)
    if kappa == -1:
        darwin_s = darwin
darwin_factor = 1 + (coef[-1, a_test] - coef[-1, 0.0]) / darwin_s
so_factor = ((coef[-2, a_test] - coef[1, a_test])
             / (coef[-2, 0.0] - coef[1, 0.0]))
assert abs(darwin_factor - (g_test - 1)) < 2e-3
assert abs(so_factor - (g_test - 1)) < 2e-3


# High-precision generalized symmetric eigenproblem
def solve_mp(h, s):
    inverse = mp.inverse(mp.cholesky(s))
    reduced = inverse * h * inverse.T
    values, vectors = mp.eigsy((reduced + reduced.T) / 2)
    return values, inverse.T * vectors


# Point-Coulomb Dirac state near -1/8, and its Pauli-term shift per unit a
def coulomb_2p(kappa, size=6):
    c = mp.mpf(c_light)
    power = mp.sqrt(kappa**2 - 1 / c**2)

    def integral(i, j, n):
        return mp.gamma(2 * power + i + j + n + 1)
    h = mp.zeros(2 * size)
    s = mp.zeros(2 * size)
    for i in range(size):
        for j in range(size):
            i0, i1 = integral(i, j, 0), integral(i, j, -1)
            s[i, j] = s[size + i, size + j] = i0
            h[i, j] = -i1
            h[size + i, size + j] = -i1 - 2 * c**2 * i0
            coupling = c * ((power + j + kappa) * i1 - i0 / 2)
            h[size + i, j] = h[j, size + i] = coupling
    values, vectors = solve_mp(h, s)
    n = min(range(2 * size), key=lambda m: abs(values[m] + mp.mpf(1) / 8))
    shift = mp.mpf(0)
    for i in range(size):
        for j in range(size):
            shift -= (vectors[size + i, n] * vectors[j, n]
                      * integral(i, j, -2) / c)
    return values[n], shift


def sommerfeld_2p(k):
    c = mp.mpf(c_light)
    effective = 2 - k + mp.sqrt(k**2 - 1 / c**2)
    return c**2 / mp.sqrt(1 + 1 / (c * effective)**2) - c**2


e_half, shift_half = coulomb_2p(1)
e_three, shift_three = coulomb_2p(-2)
assert abs(e_half - sommerfeld_2p(1)) < 1e-16
assert abs(e_three - sommerfeld_2p(2)) < 1e-16
dirac_exact = float(e_three - e_half)
dirac_leading = alpha_fs**2 / 32
next_order = dirac_exact - dirac_leading
assert abs(next_order / (5 * alpha_fs**4 / 256) - 1) < 1e-3
pauli_direct = anomaly * float(shift_three - shift_half)
pauli_formula = 2 * anomaly * dirac_leading
assert abs(pauli_direct / pauli_formula - 1) < 1e-3


# Test: magnetic field of the moving proton, times M c^2, equals L/r^3.
# The Coulomb-gauge vector potential is used with proton velocity -p/M.
def proton_potential(x, p):
    d = np.linalg.norm(x)
    return -(p / d + x * (x @ p) / d**3) / 2


position = np.array([0.8, -0.5, 1.1])
step = 1e-4
grad = np.array([(proton_potential(position + step * e, p_in)
                  - proton_potential(position - step * e, p_in)) / (2 * step)
                 for e in np.eye(3)])
curl = np.array([grad[1, 2] - grad[2, 1], grad[2, 0] - grad[0, 2],
                 grad[0, 1] - grad[1, 0]])
field_formula = np.cross(position, p_in) / np.linalg.norm(position)**3
assert np.allclose(curl, field_formula, atol=1e-6)


# Mean r^-3 in the lowest p state for reduced mass mu, by diagonalization
def mean_inverse_cube(mu, size=10):
    mu = mp.mpf(mu)
    decay = mp.mpf('0.6') * mu

    def integral(i, j, n):
        m = 5 + i + j + n
        return mp.gamma(m) / (2 * decay)**m
    h, s, cube = mp.zeros(size), mp.zeros(size), mp.zeros(size)
    for i in range(size):
        for j in range(size):
            i0, i1, i2 = [integral(i, j, -n) for n in range(3)]
            s[i, j] = i0
            cube[i, j] = integral(i, j, -3)
            h[i, j] = (((2 + i) * (2 + j) + 2) * i2
                       - decay * (4 + i + j) * i1
                       + decay**2 * i0) / (2 * mu) - i1
    values, vectors = solve_mp(h, s)
    n = min(range(size), key=lambda m: values[m])
    v = vectors[:, n]
    return float((v.T * cube * v)[0])


assert abs(mean_inverse_cube(0.5) / (0.5**3 / 24) - 1) < 1e-7

# Hydrogen 2p splitting
g_factor = 2 * (1 + anomaly)
mu_h = 1 / (1 + mass_ratio)
cube_fixed = mean_inverse_cube(1.0)
cube_h = mean_inverse_cube(mu_h)
with_moment = (g_factor - 1) * dirac_leading
with_recoil = dirac_leading * mu_h**3 * (g_factor - 1 + g_factor * mass_ratio)
# same interval assembled from the two spin couplings and L.S = 1/2, -1
assembled = 1.5 * alpha_fs**2 * cube_h * ((g_factor - 1) / 2
                                        + g_factor / 2 * mass_ratio)
assert abs(assembled / with_recoil - 1) < 1e-7
total = with_recoil + next_order
wrong_scaling = g_factor / 2 * dirac_leading
assert round(with_moment * to_mhz) != 10969
assert round(with_recoil * to_mhz) == 10969
assert round(total * to_mhz) == 10969

print('TESTS WITH a = %.1f, g = %.1f' % (a_test, g_test))
print('g/2 = %.1f, g-1 = %.1f' % (g_test / 2, g_test - 1))
print('Zeeman factor found: %.6f' % zeeman_found)
print('Darwin factor found, smooth well: %.5f' % darwin_factor)
print('spin-orbit factor found, smooth well: %.5f' % so_factor)
print('largest error of 1/c^2 vertex matrix: %.1e' % vertex_error)
print('HYDROGEN INPUTS')
print('fine-structure constant: %.10f' % alpha_fs)
print('speed of light: %.6f a.u.' % c_light)
print('anomaly a: %.11f' % anomaly)
print('g: %.9f' % g_factor)
print('g/2: %.9f' % (g_factor / 2))
print('g-1: %.9f' % (g_factor - 1))
print('electron/proton mass ratio x: %.9e' % mass_ratio)
print('reduced mass mu: %.9f' % mu_h)
print('1 hartree / h: %.6e MHz' % to_mhz)
print('<r^-3>, fixed proton: %.9f a.u.' % cube_fixed)
print('<r^-3>, moving proton: %.9f a.u.' % cube_h)
print('HYDROGEN 2p SPLITTING')
print('Dirac, leading order: %.3f MHz' % (dirac_leading * to_mhz))
print('anomalous shift, formula: %.4f MHz' % (pauli_formula * to_mhz))
print('anomalous shift, 4-component: %.4f MHz' % (pauli_direct * to_mhz))
print('with factor g-1, fixed proton: %.3f MHz' % (with_moment * to_mhz))
print('shift from proton motion: %.3f MHz'
      % ((with_recoil - with_moment) * to_mhz))
print('with g-1 and proton motion: %.3f MHz' % (with_recoil * to_mhz))
print('next Dirac order: %.4f MHz' % (next_order * to_mhz))
print('total: %.2f MHz' % (total * to_mhz))
print('total: %.6e hartree' % total)
print('wrong factor g/2, fixed proton: %.3f MHz' % (wrong_scaling * to_mhz))
print('every check passed')
```

It prints:

```
TESTS WITH a = 0.5, g = 3.0
g/2 = 1.5, g-1 = 2.0
Zeeman factor found: 1.500000
Darwin factor found, smooth well: 2.00000
spin-orbit factor found, smooth well: 2.00000
largest error of 1/c^2 vertex matrix: 4.1e-07
HYDROGEN INPUTS
fine-structure constant: 0.0072973526
speed of light: 137.035999 a.u.
anomaly a: 0.00115965218
g: 2.002319304
g/2: 1.001159652
g-1: 1.002319304
electron/proton mass ratio x: 5.446170215e-04
reduced mass mu: 0.999455679
1 hartree / h: 6.579684e+09 MHz
<r^-3>, fixed proton: 0.041666667 a.u.
<r^-3>, moving proton: 0.041598664 a.u.
HYDROGEN 2p SPLITTING
Dirac, leading order: 10949.284 MHz
anomalous shift, formula: 25.3947 MHz
anomalous shift, 4-component: 25.3966 MHz
with factor g-1, fixed proton: 10974.678 MHz
shift from proton motion: -5.991 MHz
with g-1 and proton motion: 10968.688 MHz
next Dirac order: 0.3644 MHz
total: 10969.05 MHz
total: 1.667109e-06 hartree
wrong factor g/2, fixed proton: 10961.981 MHz
every check passed
```
